# Pull-in voltage of a clamped line across an air gap: a program that tests the result

```python
"""
Result under test: a clamped line facing a rigid grounded wall pulls in at
    V = sqrt(lam_c * E * t^3 * g^3 / (6 * eps0 * L^4)),
i.e. V scales as t^(3/2) g^(3/2) / L^2 at fixed E, for a bending-only beam in a
parallel-plate field.  E: Young modulus, t: thickness in the bending direction,
g: gap, L: length, h: height of the line, lam_c: critical dimensionless load.
Working units: nm, nN, V (so 1 GPa = 1 nN/nm^2); energies are per unit height.
"""
import numpy as np
from numpy.polynomial import Polynomial, Legendre
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq, fsolve, minimize_scalar

EPS = const.epsilon_0 * 1e9              # nN/V^2
LINE = dict(E=120.0, t=20.0, g=20.0, L=1000.0)
HEIGHT = 40.0                            # nm

# Symmetric clamped trial shapes on z in [-1, 1]
z, weight = np.polynomial.legendre.leggauss(60)
bump = Polynomial([1, 0, -1]) ** 2
shapes = [bump * Legendre.basis(2 * i).convert(kind=Polynomial)
          for i in range(7)]
f0 = np.array([p(z) for p in shapes])
f1 = np.array([p.deriv(1)(z) for p in shapes])
f2 = np.array([p.deriv(2)(z) for p in shapes])
f_mid = np.array([p(0.0) for p in shapes])
f2_end = np.array([p.deriv(2)(-1.0) for p in shapes])


def matrices(E, t, L):
    """Bending stiffness, slope and overlap matrices of the trial shapes."""
    dx = weight * L / 2
    bend = E * t**3 / 12 * (2 / L)**4 * (f2 * dx) @ f2.T
    slope = (2 / L)**2 * (f1 * dx) @ f1.T
    return bend, slope, (f0 * dx) @ f0.T


def equilibrium(m, E, t, g, L, stress=0.0, stretch=0, fringe=0.0, movers=1):
    """Voltage squared, shape and energy Hessian when the gap has closed
    by the fraction m at midspan; movers=2 means both lines bend."""
    bend, slope, _ = matrices(E, t, L)
    dx = weight * L / 2
    c = np.zeros(len(shapes))
    c[0] = m * g / movers
    v2 = None
    for _ in range(50):
        d = g - movers * (c @ f0)
        load = 0.5 * EPS * (f0 * dx) @ (1 / d**2 + fringe / (HEIGHT * d))
        sc = slope @ c
        axial = stress * t + stretch * E * t / (2 * L) * (c @ sc)
        internal = bend @ c + axial * sc
        if v2 is None:
            v2 = internal[0] / load[0]
        dload = 0.5 * EPS * movers * (
            f0 * dx * (2 / d**3 + fringe / (HEIGHT * d**2))) @ f0.T
        hess = (bend + axial * slope
                + stretch * E * t / L * np.outer(sc, sc) - v2 * dload)
        system = np.block([[hess, -load[:, None]], [f_mid[None, :], 0.0]])
        residual = np.r_[internal - v2 * load, f_mid @ c - m * g / movers]
        step = np.linalg.solve(system, -residual)
        c = c + step[:-1]
        v2 = v2 + step[-1]
        if np.max(np.abs(step)) < 1e-9:
            return v2, c, hess
    raise RuntimeError("equilibrium did not converge")


def pull_in(**line):
    """Largest equilibrium voltage and the midspan closure there."""
    r = minimize_scalar(lambda m: -equilibrium(m, **line)[0],
                        bounds=(0.1, 0.72), method="bounded",
                        options=dict(xatol=1e-7))
    assert 0.12 < r.x < 0.70
    return np.sqrt(-r.fun), r.x


def exponent(name, **line):
    """Local power of the pull-in voltage in one parameter."""
    up, down = dict(line), dict(line)
    up[name] *= 1.05
    down[name] /= 1.05
    return np.log(pull_in(**up)[0] / pull_in(**down)[0]) / (2 * np.log(1.05))


# Critical load by shooting from midspan to the clamp
def load_by_shooting(m):
    def miss(unknown):
        curvature, lam = unknown
        sol = solve_ivp(
            lambda s, y: [y[1], y[2], y[3], lam / (1 - y[0])**2],
            (0, 0.5), [m, 0, -curvature, 0], method="DOP853",
            rtol=1e-10, atol=1e-12)
        return sol.y[:2, -1]
    root, _, flag, msg = fsolve(miss, [16 * m, 384 * m * (1 - m)**1.6],
                                full_output=True)
    assert np.max(np.abs(miss(root))) < 1e-7, msg
    return root[1]


fold = minimize_scalar(lambda m: -load_by_shooting(m), bounds=(0.25, 0.55),
                       method="bounded", options=dict(xatol=1e-5))
lam_c = -fold.fun

# Bounds on the critical load
k1 = brentq(lambda k: np.cosh(k) * np.cos(k) - 1, 4, 5)
mu1 = k1**4
lam_low, lam_high = 4 * 384 / 27, 4 * mu1 / 27
assert lam_low < lam_c < lam_high
E, t, g, L = (LINE[k] for k in ("E", "t", "g", "L"))
bend, slope, overlap = matrices(E, t, L)
values, vectors = eigh(bend, overlap)
assert abs(values[0] * 12 * L**4 / (E * t**3) / mu1 - 1) < 1e-7
mode = vectors[:, 0] @ f0
assert np.all(mode * np.sign(mode[30]) > 0)


def green(x, s):
    """Deflection at x of a unit clamped beam under a unit force at s."""
    a, b = min(x, s), max(x, s)
    return a**2 * (1 - b)**2 * (3 * b - a - 2 * a * b) / 6


for x in (0.2, 0.5, 0.7):
    source = lambda s: -0.5 * (2 * np.pi)**4 * np.cos(2 * np.pi * s)
    val = quad(lambda s: green(x, s) * source(s), 0, 1, points=[x])[0]
    assert abs(val - np.sin(np.pi * x)**2) < 1e-7
    area = quad(lambda s: green(x, s), 0, 1, points=[x])[0]
    assert abs(area - x**2 * (1 - x)**2 / 24) < 1e-10
grid = np.linspace(0.02, 0.98, 49)
assert min(green(x, s) for x in grid for s in grid) > 0

# Dimensional energy calculation against the scaling law
def law(lam, E, t, g, L):
    return np.sqrt(lam * E * t**3 * g**3 / (6 * EPS * L**4))


v_base, m_base = pull_in(**LINE)
assert abs(v_base / law(lam_c, **LINE) - 1) < 1e-5
assert abs(m_base - fold.x) < 1e-3
powers = {name: exponent(name, **LINE) for name in ("t", "g", "L", "E")}
for name, expected in (("t", 1.5), ("g", 1.5), ("L", -2.0), ("E", 0.5)):
    assert abs(powers[name] - expected) < 1e-5
low_eig = [np.linalg.eigvalsh(equilibrium(m_base + dm, **LINE)[2])[0]
           for dm in (-0.05, 0.05)]
assert low_eig[0] > 0 > low_eig[1]

# The same voltage from the atomic-unit formula
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
E_au = E * 1e9 * bohr**3 / hartree
t_au, g_au, L_au = (q * 1e-9 / bohr for q in (t, g, L))
v_au = np.sqrt(2 * np.pi * lam_c / 3 * E_au * t_au**3 * g_au**3) / L_au**2
assert abs(v_au * hartree / const.e / v_base - 1) < 1e-5

# Stretching: quadratic onset in gap/thickness
def stretch_gain(ratio):
    line = dict(LINE, g=ratio * t)
    return pull_in(**line, stretch=1)[0] / pull_in(**line)[0] - 1


gain_01, gain_02 = stretch_gain(0.1), stretch_gain(0.2)
assert 0 < gain_01 < 2e-3 and abs(gain_02 / gain_01 - 4) < 0.08
v_stretch, _ = pull_in(**LINE, stretch=1)


# Fringing: capacitance per length (in eps0) of a conductor beside a wall
def log_integral(points, a, b):
    length = np.abs(b - a)
    local = (points[:, None] - a) * np.conj((b - a) / length)
    y = np.abs(local.imag)

    def primitive(v):
        return (0.5 * v * np.log(v**2 + y**2) - v
                + y * np.arctan2(v, y))
    return primitive(local.real) - primitive(local.real - length)


def capacitance(outline):
    a, b = outline, np.roll(outline, -1)
    mid = (a + b) / 2
    potential = (log_integral(mid, -np.conj(a), -np.conj(b))
                 - log_integral(mid, a, b)) / (2 * np.pi)
    return np.linalg.solve(potential, np.ones(len(a))) @ np.abs(b - a)


def rectangle(d, thick, high, n=80):
    s = (1 - np.cos(np.pi * np.arange(n) / n)) / 2
    corners = [d - 0.5j * high, d + thick - 0.5j * high,
               d + thick + 0.5j * high, d + 0.5j * high]
    return np.concatenate([corners[i] + s * (corners[(i + 1) % 4] - corners[i])
                           for i in range(4)])


def force_ratio(d, thick, high):
    """True pull divided by the parallel-plate pull."""
    e = 0.02 * d
    slope_c = (capacitance(rectangle(d + e, thick, high))
               - capacitance(rectangle(d - e, thick, high))) / (2 * e)
    return -slope_c * d**2 / high


circle = 2.0 + np.exp(2j * np.pi * np.arange(300) / 300)
assert abs(capacitance(circle) * np.arccosh(2.0) / (2 * np.pi) - 1) < 1e-3
wide_ratio = force_ratio(g, t, 40 * g)
ratio_open = force_ratio(g, t, HEIGHT)
d_mid = g * (1 - m_base)
ratio_mid = force_ratio(d_mid, t, HEIGHT)
assert 1 < wide_ratio < 1.05 and wide_ratio < ratio_mid < ratio_open
fringe_open = (ratio_open - 1) * HEIGHT / g
fringe_mid = (ratio_mid - 1) * HEIGHT / d_mid
fringe = (fringe_open + fringe_mid) / 2
v_fringe, _ = pull_in(**LINE, fringe=fringe)
v_f1 = pull_in(**LINE, fringe=fringe_open)[0]
v_f2 = pull_in(**LINE, fringe=fringe_mid)[0]
assert abs(v_f1 / v_f2 - 1) < 0.05       # fringe coefficient varies slowly
full = dict(LINE, stretch=1, fringe=fringe)
v_full, m_full = pull_in(**full)
full_powers = {name: exponent(name, **full) for name in ("t", "g", "L")}
stretch_powers = {name: exponent(name, **LINE, stretch=1)
                  for name in ("t", "g")}
assert stretch_powers["t"] < 1.5 < stretch_powers["g"]

# Axial stress: residual tension, and heating between rigid anchors
buckling_strain = eigh(bend, slope, eigvals_only=True)[0] / (E * t)
assert abs(buckling_strain / (np.pi**2 * t**2 / (3 * L**2)) - 1) < 1e-6
tension = 0.1                            # GPa
v_tension, _ = pull_in(**LINE, stress=tension)
power_L_tension = exponent("L", **LINE, stress=tension)
mismatch, heating = 1.4e-5, 80.0         # 1/K, K
hot_strain = mismatch * heating
hot_stress = -E * hot_strain
v_hot, _ = pull_in(**LINE, stress=hot_stress)
v_hot_full, _ = pull_in(**full, stress=hot_stress)
assert v_hot < v_base < v_tension and v_hot_full < v_full
assert -2 < power_L_tension < -1

# Two equal flexible lines, and the longest line that stands 1 V
v_pair, _ = pull_in(**LINE, movers=2)
assert abs(v_pair * np.sqrt(2) / v_base - 1) < 1e-6
L_one = L * np.sqrt(v_base)
L_one_full = L * np.sqrt(v_full)
assert abs(pull_in(**dict(LINE, L=L_one))[0] - 1) < 1e-6
assert abs(pull_in(**dict(full, L=L_one_full))[0] - 1) < 1e-6
v_soft = pull_in(**dict(LINE, E=0.7 * E))[0]
v_stiff = pull_in(**dict(LINE, E=1.3 * E))[0]

# Other neglected effects at the pull-in point of the simple model
shape = equilibrium(m_base, **LINE)[1]
clamp_stress = E * t / 2 * (2 / L)**2 * (shape @ f2_end) * 1e3   # MPa
hamaker = 2.5                            # eV
p_vdw = hamaker * const.e / (6 * np.pi * (d_mid * 1e-9)**3)
p_el = const.epsilon_0 * v_base**2 / (2 * (d_mid * 1e-9)**2)
work_function = 4.5                      # eV


def decay(x):
    barrier = max(work_function - v_base * x / d_mid, 0.0) * const.e
    return 2 * np.sqrt(2 * const.m_e * barrier) / const.hbar * 1e-9


log_tunnel = -quad(decay, 0, d_mid)[0] / np.log(10)
molecule, temperature = 0.37e-9, 300.0   # m, K
free_path = 1e9 * const.k * temperature / (
    np.sqrt(2) * np.pi * molecule**2 * const.atm)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Young modulus E (rough)", E, "GPa")
show("thickness t", t, "nm")
show("gap g", g, "nm")
show("height h", HEIGHT, "nm")
show("length L", L, "nm")
show("first clamped root k1", k1, digits=6)
show("first eigenvalue mu1", mu1, digits=6)
show("lower bound on lam_c", lam_low, digits=5)
show("lam_c by shooting", lam_c, digits=6)
show("upper bound on lam_c", lam_high, digits=5)
show("pull-in voltage, simple model", v_base, "V")
show("pull-in voltage in atomic units", v_au, "hartree/e")
show("voltage from lower bound", law(lam_low, **LINE), "V")
show("voltage from upper bound", law(lam_high, **LINE), "V")
show("midspan deflection / gap at pull-in", m_base)
print("computed powers of t, g, L, E: "
      + ", ".join(f"{powers[k]:.4f}" for k in ("t", "g", "L", "E")))
show("longest line at 1 V, simple model", L_one, "nm")
show("stretching gain in V at g/t = 0.1", 100 * gain_01, "%", 3)
show("stretching gain in V at g/t = 0.2", 100 * gain_02, "%", 3)
show("pull-in with stretching", v_stretch, "V")
print(f"powers of t, g with stretching: {stretch_powers['t']:.3f}, "
      f"{stretch_powers['g']:.3f}")
show("true/plate force, h = 40 g", wide_ratio)
show("true/plate force, example, open gap", ratio_open)
show("true/plate force, example, midspan gap", ratio_mid)
show("mean fringe coefficient", fringe, digits=3)
show("pull-in with fringing", v_fringe, "V")
show("pull-in with stretching and fringing", v_full, "V")
show("deflection / gap, stretching and fringing", m_full, digits=3)
print("powers of t, g, L, stretching and fringing: "
      + ", ".join(f"{full_powers[k]:.3f}" for k in ("t", "g", "L")))
show("longest line at 1 V, both effects", L_one_full, "nm")
show("residual tension (rough)", tension * 1e3, "MPa")
show("pull-in with tension only", v_tension, "V")
show("power of L with tension only", power_L_tension, digits=3)
show("expansion mismatch (rough)", mismatch, "1/K")
show("heating", heating, "K")
show("thermal strain", hot_strain, digits=3)
show("buckling strain", buckling_strain, digits=3)
show("pull-in when heated, simple model", v_hot, "V", 3)
show("pull-in when heated, both effects", v_hot_full, "V", 3)
show("pull-in of two flexible lines", v_pair, "V")
show("pull-in with modulus 30% lower", v_soft, "V")
show("pull-in with modulus 30% higher", v_stiff, "V")
show("bending stress at clamp", clamp_stress, "MPa", 3)
show("Hamaker constant (rough)", hamaker, "eV")
show("van der Waals / electric pressure, midspan", p_vdw / p_el, digits=2)
show("field in open gap", 10 * v_base / g, "MV/cm", 3)
show("field at midspan at pull-in", 10 * v_base / d_mid, "MV/cm", 3)
show("work function (rough)", work_function, "eV")
show("log10 tunnelling probability", log_tunnel, digits=3)
show("gas temperature", temperature, "K")
show("gas pressure", const.atm / const.torr, "Torr")
show("molecular diameter (rough)", molecule * 1e9, "nm")
show("gas mean free path", free_path, "nm", 2)
print("success")
```

Output:

```
Young modulus E (rough): 120 GPa
thickness t: 20 nm
gap g: 20 nm
height h: 40 nm
length L: 1000 nm
first clamped root k1: 4.73004
first eigenvalue mu1: 500.564
lower bound on lam_c: 56.889
lam_c by shooting: 70.095
upper bound on lam_c: 74.158
pull-in voltage, simple model: 3.183 V
pull-in voltage in atomic units: 0.117 hartree/e
voltage from lower bound: 2.868 V
voltage from upper bound: 3.274 V
midspan deflection / gap at pull-in: 0.3967
computed powers of t, g, L, E: 1.5000, 1.5000, -2.0000, 0.5000
longest line at 1 V, simple model: 1784 nm
stretching gain in V at g/t = 0.1: 0.0568 %
stretching gain in V at g/t = 0.2: 0.228 %
pull-in with stretching: 3.382 V
powers of t, g with stretching: 1.372, 1.628
true/plate force, h = 40 g: 1.024
true/plate force, example, open gap: 1.413
true/plate force, example, midspan gap: 1.283
mean fringe coefficient: 0.882
pull-in with fringing: 2.801 V
pull-in with stretching and fringing: 3.003 V
deflection / gap, stretching and fringing: 0.488
powers of t, g, L, stretching and fringing: 1.355, 1.542, -2.000
longest line at 1 V, both effects: 1733 nm
residual tension (rough): 100 MPa
pull-in with tension only: 4.038 V
power of L with tension only: -1.63
expansion mismatch (rough): 1.4e-05 1/K
heating: 80 K
thermal strain: 0.00112
buckling strain: 0.00132
pull-in when heated, simple model: 1.25 V
pull-in when heated, both effects: 1.7 V
pull-in of two flexible lines: 2.251 V
pull-in with modulus 30% lower: 2.663 V
pull-in with modulus 30% higher: 3.629 V
bending stress at clamp: 281 MPa
Hamaker constant (rough): 2.5 eV
van der Waals / electric pressure, midspan: 0.039
field in open gap: 1.59 MV/cm
field at midspan at pull-in: 2.64 MV/cm
work function (rough): 4.5 eV
log10 tunnelling probability: -90.4
gas temperature: 300 K
gas pressure: 760 Torr
molecular diameter (rough): 0.37 nm
gas mean free path: 67 nm
success
```
